# Hard-wall confinement of pseudo-atomic orbitals and the energy-shift rule for basis radii

If every orbital of a localized basis is cut off at the same radius, the orbitals are not treated equally. In the model atom used below, a wall at 7 bohr raises the s level by 0.47 millihartree and the p level by 1.08 millihartree. The more diffuse orbital is squeezed more than twice as hard, and the radius alone gives no warning of it. To choose radii on a common footing one needs to know how the rise of a level depends on the orbital and on the position of the wall.

Hartree atomic units are used: energies in hartree, lengths in bohr. The atom is spherical, and each angular momentum $l$ has its own screened pseudopotential $V_l(r)$, local in $r$ and held fixed when the wall is introduced. Write the radial part of the orbital as $R(r)=u(r)/r$. The free orbital $u_0$ then obeys

$$-\tfrac12u_0''+\left[V_l+\frac{l(l+1)}{2r^2}\right]u_0=E_0u_0,\qquad \int_0^\infty u_0^2\,dr=1,$$

with $E_0=-\kappa^2/2<0$. It is taken to be the lowest state of its channel, without nodes, as is usual for a pseudo-orbital. The confined orbital $u$ obeys the same equation with energy $E$ and the condition $u(r_c)=0$. For a distant wall, $\kappa r_c\gg1$, and a potential that is negligible beyond the wall and over several decay lengths $1/\kappa$ inside it, the claim is

$$\Delta E=E-E_0\simeq\kappa\,u_0(r_c)^2 .$$

The "squared orbital" is thus $u_0^2=r^2R_0^2$, the probability per unit radial length, and not $R_0^2$.

Multiply the equation for $u$ by $u_0$, the equation for $u_0$ by $u$, and subtract. The potential terms cancel, leaving

$$-\tfrac12\left(u''u_0-u\,u_0''\right)=\Delta E\,u\,u_0 .$$

The bracket is the derivative of $u'u_0-u\,u_0'$, because the products $u'u_0'$ cancel. Integrate from the origin to the wall. Both functions start as $r^{l+1}$, so the lower limit contributes nothing; at the upper limit $u=0$. Hence

$$\Delta E\int_0^{r_c}u\,u_0\,dr=-\tfrac12\,u'(r_c)\,u_0(r_c).$$

No approximation has been made. Choose both functions positive inside the wall. Then $u$ falls to zero there, $u'(r_c)<0$, and the right side is positive: the wall raises the level. The identity also survives if the pseudopotential is a Hermitian nonlocal operator acting only inside the wall, since its two contributions then cancel after integration.

The slope at the wall is still needed. Take first $l=0$, or a wall so distant that the centrifugal term is negligible. In the tail the free orbital is $u_0=Ae^{-\kappa r}$. The confined one has the decay constant $k=\sqrt{-2E}$, which differs little from $\kappa$ when $\Delta E$ is small. It must contain enough of the growing exponential to vanish at $r_c$:

$$u\simeq A\left[e^{-\kappa r}-e^{-2\kappa r_c}e^{\kappa r}\right].$$

At a distance $d$ inside the wall the second term is smaller than the first by $e^{-2\kappa d}$. The interior is therefore almost unchanged, which is why the same amplitude $A$ may be used and why the overlap integral tends to one. Differentiation gives

$$u'(r_c)\simeq-\kappa Ae^{-\kappa r_c}-\kappa Ae^{-\kappa r_c}=-2\kappa\,u_0(r_c).$$

The decaying and growing parts contribute equally, so the wall doubles the slope of the free tail. Insertion in the identity yields

$$\Delta E\simeq-\tfrac12\left[-2\kappa u_0(r_c)\right]u_0(r_c)=\kappa\,u_0(r_c)^2 .$$

The factor one half from the kinetic energy is cancelled by the doubled slope. In general units the prefactor is $\hbar^2\kappa/m$; with energies in rydberg and lengths in bohr it is $2\kappa$.

A second derivation shows what has been neglected. Let $w(r,E)$ be the solution that starts at the origin as $c\,r^{l+1}$, with $c$ independent of $E$ and chosen so that $w(r,E_0)=u_0(r)$. Denote its energy derivative at $E_0$ by $\dot w$. Differentiating the radial equation with respect to $E$ gives

$$-\tfrac12\dot w''+\left[V_l+\frac{l(l+1)}{2r^2}-E_0\right]\dot w=u_0 .$$

Multiply this by $u_0$ and subtract $\dot w$ times the equation for $u_0$. As before, the left side becomes a total derivative:

$$\left(\dot w'u_0-\dot w\,u_0'\right)'=-2u_0^2 .$$

Integrate from the origin, with $N(r)=\int_0^ru_0^2\,ds$, and divide by $u_0^2$, which is permitted because $u_0$ has no node:

$$\left(\frac{\dot w}{u_0}\right)'=-\frac{2N}{u_0^2}.$$

The ratio $\dot w/u_0$ vanishes at the origin, since the leading coefficient $c$ does not vary with energy. To first order the wall condition is $u_0(r_c)+\Delta E\,\dot w(r_c)=0$, and therefore

$$\Delta E\simeq\left[2\int_0^{r_c}\frac{N(r)}{u_0(r)^2}\,dr\right]^{-1}.$$

Near the origin the integrand behaves as $r/(2l+3)$ and is harmless. At large $r$, $N\to1$ and the integrand grows as $e^{2\kappa r}/A^2$, so the integral is dominated by the neighbourhood of the wall and equals $e^{2\kappa r_c}/(2\kappa A^2)=1/[2\kappa u_0(r_c)^2]$ to leading order. The rule follows again.

The linearization itself has an error. In a potential-free tail, write $w=\alpha(E)e^{-kr}+\beta(E)e^{kr}$. Since $\beta(E_0)=0$, $\beta\simeq\beta'\Delta E$, and the wall condition reads $\Delta E\simeq-(\alpha/\beta')e^{-2kr_c}$. From $k^2=\kappa^2-2\Delta E$ one has $k\simeq\kappa-\Delta E/\kappa$, so

$$e^{-2kr_c}\simeq e^{-2\kappa r_c}\left(1+\frac{2\Delta E\,r_c}{\kappa}\right).$$

The linearized formula keeps half of this correction. Since $dk/dE=-1/\kappa$ at $E_0$, $\dot w=(\alpha'+\alpha r/\kappa)e^{-\kappa r}+\beta'e^{\kappa r}$, and the condition $u_0+\Delta E\,\dot w=0$ gives $\Delta E\simeq-(\alpha/\beta')e^{-2\kappa r_c}(1+\Delta E\,r_c/\kappa+\Delta E\,\alpha'/\alpha)$. What it misses is, relative to the shift, of order $\Delta E\,r_c/\kappa$, together with a term of order $\Delta E$ from the second energy derivative of $\beta$; the first-order change of $\alpha$ is already included. A small shift is thus a condition of the rule, in addition to $\kappa r_c\gg1$. These two conditions do not replace the requirement of a long potential-free tail, because the neglected term $e^{-2\kappa d}$ is small only if the edge of the potential lies several $1/\kappa$ inside the wall. For the s level of a square well of radius 8 bohr and depth 1 hartree, with the wall 0.3 bohr outside the edge, $\kappa r_c=11.4$ and $\Delta E\,r_c/\kappa=0.04$, yet the true shift is only 0.78 of the rule.

The same result can be reached by asking how hard the orbital presses on the wall. Let $u$ be the normalized state for a wall at $r_c$ and $v$ that for a wall at $r_c+\delta$. The subtraction used above, integrated to $r_c$, gives

$$(E_v-E_u)\int_0^{r_c}uv\,dr=\tfrac12u'(r_c)\,v(r_c).$$

Because $v$ vanishes a distance $\delta$ farther out, $v(r_c)\simeq-\delta\,u'(r_c)$. As $\delta\to0$ the overlap becomes one, and

$$\frac{dE}{dr_c}=-\tfrac12\,u'(r_c)^2 .$$

The level rises steadily as the wall moves inward. With the doubled slope the right side is $-2\kappa^2A^2e^{-2\kappa r_c}$, and integration from $r_c$ to infinity gives $\Delta E=\kappa A^2e^{-2\kappa r_c}$, in agreement with the rule.

For $l>0$ the centrifugal term decays only as a power of $r$, and its effect outlasts that of a short-range potential. Put $x=\kappa r$. For $l=1$ the tail equation is $f''=(1+2/x^2)f$, with primes here denoting derivatives in $x$, and its decaying and growing solutions are

$$D=e^{-x}\left(1+\frac1x\right),\qquad G=e^{x}\left(1-\frac1x\right).$$

To check the first, differentiate twice: $D''=e^{-x}(1+1/x+2/x^2+2/x^3)=(1+2/x^2)D$. The second follows from $x\to-x$. The confined tail is $A[D-(D_c/G_c)G]$, where the subscript marks the wall. Its slope in $r$ there is $\kappa A(D'G-DG')_c/G_c$. The combination $DG'-D'G$ is constant, because both functions obey the same equation, and its value at large $x$ is 2. The slope is therefore $-2\kappa A/G_c$. With $u_0(r_c)=AD_c$, the identity gives $\Delta E\simeq\kappa A^2D_c/G_c$, or

$$\frac{\Delta E}{\kappa u_0(r_c)^2}\simeq\frac1{D_cG_c}=\frac1{1-1/(\kappa r_c)^2}.$$

For general $l$, set $L=l(l+1)$ and $D=e^{-x}(1+a/x+b/x^2+\dots)$. Substitution in $D''=(1+L/x^2)D$ requires $2a=L$ at order $x^{-2}$ and $2a+4b=La$ at order $x^{-3}$, so $a=L/2$ and $b=L(L-2)/8$. The growing solution has $-a$ in place of $a$. Then $DG\simeq1+(2b-a^2)/x^2=1-L/(2x^2)$, and the true shift exceeds the rule by the relative amount $l(l+1)/(2\kappa^2r_c^2)$ to leading order.

A Coulomb tail, as in the potential felt by an electron bound to a positive ion, is a stronger disturbance. Define the local decay rate $q(r)=-u_0'/u_0$. Direct differentiation gives

$$\frac{d}{dr}\left(\frac1{2q\,u_0^2}\right)=\frac1{u_0^2}\left(1-\frac{q'}{2q^2}\right).$$

If $|q'|\ll2q^2$ in the region near the wall, which dominates it, the integral in the linearized formula is close to $1/(2qu_0^2)$, and the rule becomes $\Delta E\simeq q(r_c)\,u_0(r_c)^2$. For the hydrogen 1s state, $u_0=2re^{-r}$ and $q=1-1/r$. At 10 bohr this rate is 0.900 per bohr, while the computed ratio $\Delta E/u_0^2$ is 0.894. Using $\kappa=1$ instead would overestimate the shift by about 12 percent of its true value, an error that fades only as $1/r_c$.

The result becomes a prescription for basis radii when it is read backwards. Choose one energy shift for all orbitals and solve, for each of them,

$$\kappa\,u_0(r_c)^2=\Delta E .$$

Since $u_0$ vanishes both at the origin and at infinity, there are two solutions for a small shift; the one outside the maximum of $u_0$ is meant. For an s tail, taking the logarithm of $\kappa A^2e^{-2\kappa r_c}=\Delta E$ gives

$$r_c\simeq\frac1{2\kappa}\ln\frac{\kappa A^2}{\Delta E}.$$

Each tenfold reduction of the shift lengthens the radius by $\ln10/(2\kappa)$. The radius is governed by the decay constant and, more weakly, by the tail amplitude. The shift also fixes how much of the free orbital lies beyond the wall:

$$\int_{r_c}^{\infty}A^2e^{-2\kappa r}dr=\frac{u_0(r_c)^2}{2\kappa}\simeq\frac{\Delta E}{2\kappa^2}=\frac{\Delta E}{4|E_0|}.$$

The price of strict localization is a kink. To leading order, the confined orbital reaches the wall with slope of magnitude $2\kappa u_0(r_c)\simeq2\sqrt{\kappa\Delta E}$, and it is zero beyond it. For a distant wall the kink thus falls only as the square root of the shift.

For a numerical case take $V_l=-D_l/\cosh^2(r/a)$ with $a=1.5$ bohr, $D_s=3/a^2=1.333$ hartree and $D_p=2.8$ hartree. These are round model parameters and stand for no particular element. The s orbital is known in closed form,

$$u_0=\sqrt{\frac3a}\,\frac{\sinh(r/a)}{\cosh^2(r/a)} .$$

With $y=r/a$, two derivatives of $\sinh y/\cosh^2y$ reproduce the function multiplied by $1-6/\cosh^2y$. The kinetic term is therefore $u_0$ times $-1/(2a^2)+3/(a^2\cosh^2y)$; the potential cancels the second part, and $E_0=-1/(2a^2)=-0.2222$ hartree, or $-6.05$ eV. Thus $\kappa=1/a=0.6667$ per bohr. The normalization follows from $\int_0^\infty\tanh^2y\,\cosh^{-2}y\,dy=1/3$. At large $r$ the quotient tends to $2e^{-r/a}$, so $A^2=4\times3/a=8$ per bohr. The p orbital, found numerically, has $E_0=-0.1573$ hartree, or $-4.28$ eV, and $\kappa=0.5609$ per bohr.

The confined levels were obtained by diagonalization in polynomials that vanish at the wall, without use of the rule. For the s orbital at 8 bohr the tail formula gives $0.6667\times8\,e^{-10.667}\simeq1.243\times10^{-4}$ hartree; the diagonalization gives $1.244\times10^{-4}$. The ratio of true to predicted shift falls from 1.012 at 6 bohr to 1.0001 at 10 bohr. For the p orbital it is 1.113 at 6 bohr and still 1.019 at 13 bohr. This slow approach is the centrifugal correction: at 14 bohr, $\kappa r_c=7.853$, the tail formula gives 1.01648, and the computed ratio is 1.01649.

The linearization error is of the expected order. At 8 bohr it is 0.0010 of the linearized shift for s and 0.0025 for p, while $\Delta E\,r_c/\kappa$ alone is 0.0015 and 0.0047. For s the difference is the term from the second derivative of $\beta$. In this potential $\beta\propto(\eta-1)/[\eta(\eta+2)]$ with $\eta=ka$, so $-\beta''/(2\beta')=-4.125$ per hartree, and $\Delta E\,(r_c/\kappa-4.125)=1.244\times10^{-4}\times7.875=0.0010$. For p only the order of magnitude is compared. The overlap identity and the pressure law were tested at the same wall, the latter by finite differences of the level.

Now prescribe a shift of 0.001 hartree, or 27.2 meV. The logarithmic formula for the s orbital gives

$$r_c\simeq\frac{\ln(0.6667\times8/0.001)}{2\times0.6667}=\frac{8.582}{1.3333}=6.436\ \text{bohr}.$$

The wall that produces this shift in the diagonalization lies at 6.441 bohr. For the p orbital the rule gives 7.000 bohr and the diagonalization 7.061 bohr. The common shift has assigned the larger radius to the more weakly bound orbital, as intended. The estimated norm beyond the wall is $0.001/(4\times0.2222)=0.0011$ for s and $0.001/(4\times0.1573)=0.0016$ for p. The estimate assumes a pure exponential tail. For $l=1$, $\int_x^\infty D^2\,dx'=e^{-2x}(\tfrac12+1/x)$, and division by the estimate built from $\Delta E\simeq\kappa A^2D_c/G_c$ gives the factor $1-2/[x(x+1)]$. This is 0.967 at 13 bohr, in agreement with the computed norm there, and 0.90 at 7.06 bohr, which lowers the p value to about 0.0014. Equal shifts do not mean equal lost norms.

In this model, if the wall is placed where the rule puts it, the true shift comes out somewhat larger than requested. The excess, relative to the target, is as follows.

| Target (hartree) | s | p |
|---|---:|---:|
| 0.01 | 4.9% | 17.8% |
| 0.001 | 0.7% | 7.6% |
| 0.0001 | 0.1% | 4.2% |

In terms of radii these errors are mild, because the shift depends exponentially on the wall position. Even the 17.8 percent excess corresponds to a radius only 0.13 bohr too short. When an accurate shift matters, the rule supplies a starting value, and the confined equation can then be solved for the radius that meets the target.

Reducing the shift from 0.001 to 0.0001 hartree lengthens the s radius by 1.723 bohr, against the estimate $\ln10/(2\kappa)=1.727$ bohr. For p the gain is 1.947 bohr, about 5 percent below the estimate of 2.052 bohr. The $l=1$ tail accounts for this. From $\Delta E\propto D_c/G_c$, with $x=\kappa r_c$,

$$-\frac{d\ln\Delta E}{dx}=2+\frac1{x-1}-\frac1{x+1}=\frac{2x^2}{x^2-1}.$$

Midway between the two radii, $x$ is about 4.5 and the shift falls faster than $e^{-2x}$ by a factor 1.05 in the exponent. The estimated gain shrinks to 1.95 bohr.

The rule loses its basis when $\kappa$ is small. A weakly bound orbital needs a very distant wall before $\kappa r_c\gg1$, and a state that is unbound in the free atom has no normalizable $u_0$ to insert, although its confined version exists. Such orbitals need another criterion for their radii. The hard wall and the fixed potential are also part of the result: a smooth confining potential, or a potential recomputed from the confined density, changes the shift.

Finally, the energy shift measures how strongly the atomic orbitals are confined, and it is not an error bound for a molecule or a solid. There the functions on neighbouring atoms can restore part of the missing tail, while other deficiencies of the basis remain even when the shift is tiny. What a common shift provides is one parameter that lengthens all radii together, each at the pace set by its own decay constant; convergence of the property of interest must still be checked by reducing it. The numerical output below lists the computed levels, shifts and radii.

## Calculated quantities

```
Potential range a = 1.50 bohr
s: depth D = 1.33333 hartree
s: free level E0 = -0.222222 hartree = -6.0470 eV
s: kappa = 0.666667 1/bohr
p: depth D = 2.80000 hartree
p: free level E0 = -0.157323 hartree = -4.2810 eV
p: kappa = 0.560933 1/bohr
s: overlap of free and confined orbital at 8 bohr = 0.999861
p: overlap of free and confined orbital at 8 bohr = 0.999538
s: confined/free slope at 13 bohr = 2.00001
p: confined/free slope at 13 bohr = 2.00521
s: relative error of linearized shift at 8 bohr = 0.00098
p: relative error of linearized shift at 8 bohr = 0.00252
Wall (bohr), true shift (hartree), rule (hartree), true/rule:
s:  6.0  1.8064e-03  1.7855e-03  1.01167
s:  8.0  1.2444e-04  1.2430e-04  1.00117
s: 10.0  8.6387e-06  8.6378e-06  1.00011
s: 13.0  1.5821e-07  1.5821e-07  1.00000
p:  6.0  3.6396e-03  3.2709e-03  1.11273
p:  8.0  3.2659e-04  3.0961e-04  1.05485
p: 10.0  3.1509e-05  3.0496e-05  1.03322
p: 13.0  9.9995e-07  9.8113e-07  1.01919
p at 14 bohr: true/rule = 1.01649, tail formula = 1.01648
s: norm beyond 13 bohr = 1.7798e-07, estimate = 1.7798e-07
p: norm beyond 13 bohr = 1.5364e-06, estimate = 1.5890e-06
Target shift (hartree), rule radius, exact radius (bohr), true shift at rule radius (hartree):
s: 0.0100  4.7008  4.7360  1.0493e-02
s: 0.0010  6.4355  6.4408  1.0071e-03
s: 0.0001  8.1632  8.1639  1.0010e-04
p: 0.0100  5.0677  5.1954  1.1780e-02
p: 0.0010  7.0000  7.0607  1.0758e-03
p: 0.0001  8.9720  9.0074  1.0422e-04
Target 0.001 hartree = 27.211 meV
s: radius gain for last decade = 1.7231 bohr, estimate = 1.7269 bohr
p: radius gain for last decade = 1.9466 bohr, estimate = 2.0525 bohr
s: tail amplitude squared A^2 = 8.0000 1/bohr
s: logarithmic radius for 0.001 hartree = 6.4363 bohr
Common radius 7 bohr: s shift = 4.7312e-04 hartree, p shift = 1.0758e-03 hartree
Hydrogen at 10 bohr: true shift/u0^2 = 0.89358 1/bohr, local rate = 0.90000 1/bohr
```
